\section*{Density of phase vortices in Gaussian speckle from a filled pupil}

\section{Vortex density of a speckled exposure field}

A calculation that carries laser illumination to a mask must decide how to store the field: as complex values on a grid, or as an amplitude and a smooth phase map. The second choice fails wherever the field has an isolated zero around which the phase changes by $\pm2\pi$, because no continuous, single-valued phase exists on a region surrounding such a vortex. Complex values are valid in every case; whether a smooth phase map can be used at a given instant depends on the number of vortices expected in the simulated patch. For a uniformly filled circular pupil their mean areal density, counting both signs, is
\begin{equation}
n_v=\frac{\pi\,\mathrm{NA}^2}{2\lambda^2}.
\label{eq:result}
\end{equation}
Here $\lambda$ is the vacuum wavelength and $\mathrm{NA}=n\sin\theta_{\max}$ describes the cone of light that is actually filled, in a medium of refractive index $n$. This may be smaller than the limit set by the lens.

\subsection{The field and its local statistics}

Consider one scalar component of nearly monochromatic light, at one instant, meaning over a time much shorter than the coherence time, in a transverse plane. Paraxial propagation justifies the scalar description. Write
\begin{equation}
\psi(\mathbf r)=u+iv=\sum_j a_j e^{i\mathbf k_j\cdot\mathbf r},
\label{eq:waves}
\end{equation}
where the $a_j$ are independent, have zero mean and have uniformly random phases. With many waves, none of them dominant, $\psi$ is a Gaussian field. Its mean intensity is $I_0=\sum_j\langle|a_j|^2\rangle$. The mean power is uniform over the disc
\begin{equation}
|\mathbf k|\le K,\qquad K=\frac{2\pi\,\mathrm{NA}}{\lambda}.
\label{eq:K}
\end{equation}
A fixed pupil phase, such as defocus or an aberration, multiplies each $a_j$ by a phase factor. Their random phases remain uniform, so the statistics do not change.

Random phases give $\langle a_ja_l\rangle=0$, hence $\langle\psi^2\rangle=0$. Its real and imaginary parts read $\langle u^2\rangle=\langle v^2\rangle$ and $\langle uv\rangle=0$. Since $\langle u^2\rangle+\langle v^2\rangle=I_0$, each variance is $I_0/2$, and the joint probability density of $u$ and $v$ at the origin is
\begin{equation}
p(0,0)=\frac{1}{2\pi(I_0/2)}=\frac{1}{\pi I_0}.
\label{eq:p0}
\end{equation}

The gradients require the second moment of the pupil. Let a bar denote a power-weighted pupil average. For the disc,
\begin{equation}
\overline{k^2}=\frac{\int_0^K k^3\,dk}{\int_0^K k\,dk}
=\frac{K^4/4}{K^2/2}=\frac{K^2}{2},
\qquad
\overline{k_x^2}=\overline{k_y^2}=\frac{K^2}{4}.
\label{eq:moment}
\end{equation}
Let $\psi_i$ denote $\partial\psi/\partial x_i$. Differentiating \eqref{eq:waves} brings down $ik_i$, and so
\begin{align}
\langle\psi_i^*\psi_j\rangle&=I_0\overline{k_ik_j}
=\frac{I_0K^2}{4}\delta_{ij},&
\langle\psi_i\psi_j\rangle&=0,
\label{eq:gradcorr}\\
\langle\psi^*\psi_i\rangle&=iI_0\overline{k_i}=0,&
\langle\psi\psi_i\rangle&=0.
\label{eq:crosscorr}
\end{align}
The real parts of \eqref{eq:gradcorr} give the sum and the difference of $\langle u_iu_j\rangle$ and $\langle v_iv_j\rangle$. Both correlations therefore equal
\begin{equation}
\langle u_iu_j\rangle=\langle v_iv_j\rangle=s^2\delta_{ij},
\qquad s^2=\frac{I_0K^2}{8}.
\label{eq:s2}
\end{equation}
The imaginary parts give $\langle u_iv_j\rangle-\langle v_iu_j\rangle=0$ and $\langle u_iv_j\rangle+\langle v_iu_j\rangle=0$, so $\langle u_iv_j\rangle=0$. In the same way, \eqref{eq:crosscorr} makes $u$ and $v$ uncorrelated with every gradient component. Jointly Gaussian variables that are uncorrelated are independent. Selecting dark points therefore does not alter the distribution of the gradients. In simulated disc fields, the average of $|\partial\psi/\partial x|^2$ over places where the intensity was below one tenth of its mean was 1.006 times the average over the whole field.

\subsection{Counting the zeros}

Define the Jacobian
\begin{equation}
J=u_xv_y-u_yv_x.
\end{equation}
Near a zero with $J\ne0$, the map from $(x,y)$ to $(u,v)$ is one-to-one and $du\,dv=|J|\,dx\,dy$. The integral of $\delta(u)\delta(v)|J|$ over a small neighbourhood of the zero is therefore one. The map preserves orientation if $J>0$ and reverses it if $J<0$, so the phase winds by $2\pi\,\mathrm{sign}(J)$. Each such zero is a vortex of charge $\pm1$.

In one fixed plane at one instant, zeros with $J=0$ can be disregarded; they do occur at isolated events, where vortex pairs are created or annihilated as the plane or the time is varied. Divide a unit area into cells of side $h$. A degenerate zero in a cell requires $u$, $v$ and $J$ all to be of order $h$ at its centre, if the derivatives are bounded. The joint density of these three quantities is bounded, because $J$ at fixed $\nabla u$ is normal with standard deviation $s|\nabla u|$, and $\langle1/|\nabla u|\rangle$ is finite in two dimensions. The probability per cell is thus of order $h^3$. With $h^{-2}$ cells the total is of order $h$, which vanishes as $h\to0$. The bound on the derivatives can be chosen to hold with probability as close to one as desired.

Averaging the count and using the independence of field and gradient gives
\begin{equation}
n_v=\langle\delta(u)\delta(v)|J|\rangle=p(0,0)\,\langle|J|\rangle.
\label{eq:count}
\end{equation}

To find $\langle|J|\rangle$, let $g=|\nabla u|$, $g'=|\nabla v|$, and let $\alpha$ be the angle between the two gradients. Then $|J|=gg'|\sin\alpha|$, and the three factors are independent because the gradients are isotropic Gaussian vectors. The length $g$ has the Rayleigh density $(g/s^2)e^{-g^2/2s^2}$, so
\begin{equation}
\langle g\rangle=\int_0^\infty\frac{g^2}{s^2}e^{-g^2/2s^2}\,dg
=s\sqrt{\frac{\pi}{2}},
\qquad
\langle|\sin\alpha|\rangle=\frac1\pi\int_0^\pi\sin\alpha\,d\alpha=\frac2\pi.
\end{equation}
The mean of $g'$ is the same. Hence
\begin{equation}
\langle|J|\rangle=s^2\,\frac{\pi}{2}\,\frac{2}{\pi}=s^2.
\label{eq:J}
\end{equation}
Substituting \eqref{eq:p0}, \eqref{eq:s2} and \eqref{eq:J} into \eqref{eq:count} yields
\begin{equation}
n_v=\frac{1}{\pi I_0}\frac{I_0K^2}{8}=\frac{K^2}{8\pi}
=\frac{1}{8\pi}\frac{4\pi^2\mathrm{NA}^2}{\lambda^2}
=\frac{\pi\,\mathrm{NA}^2}{2\lambda^2},
\end{equation}
which is \eqref{eq:result}. The intensity cancels: brighter illumination does not change the density of zeros. Replacing $v$ by $-v$ preserves the local Gaussian distribution and reverses $J$, so each sign has mean density $n_v/2$.

A direct count of phase windings found 30\,746 vortices in simulated disc fields. This corresponds to $n_v(\lambda/\mathrm{NA})^2=1.578$, compared with $\pi/2=1.571$; the sampling error of a count of this size is about 0.007. In windows whose net charge was free to vary, the positive fraction was 0.5014.

\subsection{Speckle size and other pupil fills}

The normalized field correlation $\mu(\mathbf r)$ is the Fourier transform of the normalized pupil power $S(\mathbf k)=1/(\pi K^2)$ inside the disc. Parseval's theorem gives the coherence area
\begin{equation}
A_c=\int|\mu|^2\,d^2r=(2\pi)^2\int S^2\,d^2k
=\frac{4\pi}{K^2}=\frac{\lambda^2}{\pi\,\mathrm{NA}^2}.
\label{eq:area}
\end{equation}
Thus $n_vA_c=1/2$ for the disc: there is on average one vortex per two coherence areas. The ratio is not universal. For the annulus treated below, $A_c=4\pi/[K^2(1-\epsilon^2)]$ and $n_vA_c=(1+\epsilon^2)/[2(1-\epsilon^2)]$, which is 1.06 at $\epsilon=0.6$. As $\mathrm{NA}\to0$ at fixed wavelength, the speckles grow without limit and the density tends to zero.

For another pupil fill with its centroid on the axis, choose axes along which $\overline{k_xk_y}=0$ and write $M_x=\overline{k_x^2}$, $M_y=\overline{k_y^2}$. The gradient variances become $I_0M_x/2$ and $I_0M_y/2$. Scaling each component to unit variance takes the factor $(I_0/2)\sqrt{M_xM_y}$ out of $J$, and by \eqref{eq:J} the remaining mean is one. Therefore
\begin{equation}
n_v=\frac{1}{\pi I_0}\frac{I_0}{2}\sqrt{M_xM_y}
=\frac{\sqrt{M_xM_y}}{2\pi}.
\label{eq:general}
\end{equation}
An isotropic fill has $M_x=M_y=\overline{k^2}/2$, so $n_v=\overline{k^2}/(4\pi)$. For a uniform annulus from $\epsilon K$ to $K$,
\begin{equation}
\overline{k^2}=\frac{K^4(1-\epsilon^4)/4}{K^2(1-\epsilon^2)/2}
=\frac{K^2}{2}(1+\epsilon^2).
\label{eq:annulus}
\end{equation}
At fixed outer radius the annulus therefore has $1+\epsilon^2$ times the vortex density of the disc. The factor approaches two for a thin ring that still contains many independent waves. For $\epsilon=0.6$ it is 1.36, and direct counting gave 1.365.

A coherent background leaves the field Gaussian but gives it a nonzero mean. Suppose that a constant on-axis wave $A$ is added to the speckle. Zeros now require $\psi=-A$, while the gradients are unchanged. The density of $\psi$ at that value is $e^{-|A|^2/I_0}/(\pi I_0)$, so
\begin{equation}
n_v(A)=n_v(0)\,e^{-|A|^2/I_0},
\end{equation}
where $I_0$ still denotes the speckle intensity alone. Equation~\eqref{eq:result} is the case without such a background.

\subsection{A scanner-scale example}

Take rough typical values for a dry ArF scanner: wavelength 193 nm, lens NA 0.80 at the wafer, conventional pupil fill $\sigma=0.80$ and reduction 4. The illumination NA is $0.80\times0.80=0.64$ on the wafer scale and $0.64/4=0.16$ at the mask. For the light arriving at the mask, before the pattern acts on it,
\begin{equation}
n_v=\frac{\pi(0.16)^2}{2(0.193\ \mu\mathrm m)^2}
=1.08\ \mu\mathrm m^{-2}
=1.08\times10^{-6}\ \mathrm{nm}^{-2}.
\end{equation}
The coherence area is $0.463\ \mu\mathrm m^2$. The length $n_v^{-1/2}$ is 962 nm; it sets the spacing scale but is not the mean nearest-neighbour distance. A square of side $10\ \mu$m contains 108 vortices on average, so its momentary field should be stored as complex values.

For a patch of area $A_p$, the probability of at least one vortex cannot exceed the mean number $n_vA_p$. A square of side $0.1\ \mu$m has $n_vA_p\simeq0.011$. At one instant a smooth phase map therefore exists there with probability of at least about 0.989, under the assumptions of this model. The bound does not extend over time: during the 100 ns pulse considered below the field renews itself hundreds of times, and a vortex passes through even this small patch in practically every pulse.

\subsection{Polarization}

A vortex of one field component need not be a zero of the total intensity. Let the incident light be polarized along $x$. A lens rotates the field with each ray, which gives a ray at polar angle $\theta$ and azimuth $\phi$ the longitudinal component $-\sin\theta\cos\phi$ per unit field. In air, averaging its square over the uniform disc in $\sin\theta$ gives
\begin{equation}
\overline{\sin^2\theta\cos^2\phi}
=\frac12\,\frac{\mathrm{NA}^2}{2}=\frac{\mathrm{NA}^2}{4}.
\label{eq:long}
\end{equation}
In air this is 0.64\% of the energy at the mask and about 10\% at the wafer. Inside a medium of index $n$ the rays are less steep, $\sin\theta_{\max}=\mathrm{NA}/n$, and the fraction becomes $\mathrm{NA}^2/(4n^2)$ if interface transmission factors are ignored: about 0.26\% in the fused-silica mask substrate ($n\approx1.56$) and about 3.5\% in a resist with $n\approx1.7$.

The average at vortices is larger. In air, to leading paraxial order $E_z=(i/k_0)\partial_x\psi$, with $k_0=2\pi/\lambda$, so $|E_z|^2=(u_x^2+v_x^2)/k_0^2$. Equation~\eqref{eq:count} shows that an average over vortices carries the weight $|J|$. Rotational symmetry and the Rayleigh moment $\langle g^3\rangle=3s^3\sqrt{\pi/2}$ give
\begin{equation}
\frac{\langle u_x^2|J|\rangle}{\langle|J|\rangle}
=\frac12\frac{\langle g^3\rangle}{\langle g\rangle}=\frac{3s^2}{2}.
\end{equation}
The $v_x^2$ term contributes equally. The mean residual intensity at a vortex is therefore
\begin{equation}
\frac{3s^2}{k_0^2}=\frac{3I_0K^2}{8k_0^2}=\frac38\mathrm{NA}^2I_0.
\end{equation}
In air it is 0.96\% of the mean intensity at the mask. The same estimate gives about 15\% at the wafer, where the full rotated-ray vector field gives 15.5\% for a uniform pupil, and 14.9\% or 16.2\% if the pupil power is weighted by $\cos\theta$ or $1/\cos\theta$. In a medium of index $n$, $k_0$ is replaced by $nk_0$ and these values are divided by $n^2$, giving about 0.4\% in fused silica and about 5\% in resist. The rotation also reweights the pupil seen by $E_x$, which for a uniform pupil in air lowers the density of its vortices below \eqref{eq:result} by about 0.2\% at the mask and about 4\% at the wafer. For fully polarized light the scalar result is thus suited to the mask plane, while a calculation of dark points at the wafer needs the vector field. For unpolarized light the independent second polarization carries half the mean intensity at a vortex of the first, so such vortices are not dark points in either plane.

\subsection{From a momentary field to dose}

Vortices in each momentary field do not imply dark points in the accumulated dose. Suppose that the amplitudes $a_j$ of the different waves fluctuate independently of one another in time, as stationary circular Gaussian processes with the same normalized temporal correlation $\gamma(\tau)$. The field at a fixed point is then also such a process, and $\langle I(t)I(t')\rangle=I_0^2[1+|\gamma(t-t')|^2]$. If all waves instead shared one time factor, the speckle pattern would stay fixed and would not average out. Let $C$ be the standard deviation of the dose divided by its mean. For a rectangular pulse of length $T$,
\begin{equation}
C^2=\frac1{T^2}\int_0^T\!\!\int_0^T|\gamma(t-t')|^2dt\,dt'
=\frac2T\int_0^T\left(1-\frac{\tau}{T}\right)|\gamma(\tau)|^2d\tau.
\label{eq:contrast}
\end{equation}
A Gaussian line of full width at half maximum $\Delta\nu$ has
\begin{equation}
|\gamma(\tau)|^2=e^{-\pi\tau^2/\tau_c^2},\qquad
\tau_c=\sqrt{\frac{2\ln2}{\pi}}\frac1{\Delta\nu}.
\end{equation}
For $T\gg\tau_c$ the upper limit in \eqref{eq:contrast} may be taken to infinity. The two integrals are then $\tau_c/2$ and $\tau_c^2/(2\pi)$, so
\begin{equation}
C^2\simeq\frac{\tau_c}{T}-\frac{\tau_c^2}{\pi T^2}.
\end{equation}
At $T=10\tau_c$ this gives $C=0.311$; sampled random fields gave 0.312.

A rough ArF linewidth of 0.2 pm corresponds to $\Delta\nu=1.61$ GHz and $\tau_c=0.413$ ns. A rough pulse length of 100 ns then spans 242 coherence times, and the dose contrast of one pulse is 6.4\%. This value depends on the assumed line and pulse shapes: a Lorentzian line of the same width would give 4.4\%, and the Gaussian line with a Gaussian pulse of 100 ns full width at half maximum would give 5.2\%. Half the mean dose lies 7.8 standard deviations below the mean. By Chebyshev's inequality, the fraction of the area with so low a dose is on average at most $1/7.8^2$, below 1.7\%, whatever the shape of the distribution. If 40 pulses are statistically independent, the contrast falls by $\sqrt{40}$ to 1.0\%. These figures assume that all the waves fluctuate independently. A real laser supplies a finite number $M$ of independent spatial modes. Suppose that they are equally strong, far fewer than the pupil channels, and that fixed optics spread each of them into its own speckle pattern. A contrast of about $1/\sqrt M$ then remains that neither a longer pulse nor more pulses remove, and the values above hold only when it is small compared with them. For unequal mode powers $p_m$ this floor becomes about $(\sum p_m^2)^{1/2}/\sum p_m$. It is lower when $M$ approaches the number of channels, and it is absent if each mode feeds a single plane wave.

When many independent spatial modes are present, a single frozen speckle field therefore cannot represent the dose in this example. Within one momentary field, a departure from a uniform pupil changes the vortex density only in so far as it changes the product $M_xM_y$ in \eqref{eq:general}. If the pupil intensity falls as $1-0.2(k/K)^2$, the density changes by $-3.7\%$ at fixed $K$. An annular fill with $\epsilon=0.6$ raises it to $1.47\ \mu\mathrm m^{-2}$. A real illuminator may also have a finite number of channels. With 317 equally strong, random-phase channels on a square lattice filling the disc, the counted density was 0.997 times the Gaussian value for the same second moment. This supports the Gaussian formula for that arrangement, but not for a pupil dominated by a few channels. The numerical output lists the inputs and the results for air and a Gaussian line.

\section*{Calculated quantities}
\begin{verbatim}
TESTS OF THE DERIVATION
<k_x^2>/K^2 from correlation curvature: 0.25
coherence area times K^2, integrated: 12.564
<|J|>/s^2, sampled: 0.9989
vortices counted in disc simulations: 30746
density*(wavelength/NA)^2, counted: 1.578
density*(wavelength/NA)^2, formula: 1.571
fraction of positive vortices in windows: 0.5014
gradient power in dark places / everywhere: 1.006
annulus inner/outer ratio: 0.6
annulus density / disc formula, counted: 1.365
annulus density / disc formula, theory: 1.36
random-phase channels: 317
channel count / Gaussian formula: 0.9968
WORKED EXAMPLE
wavelength: 193 nm
lens NA at wafer: 0.8
pupil fill sigma: 0.8
reduction: 4
illumination NA at wafer: 0.64
illumination NA at mask: 0.16
K at mask: 5.209 rad/um
vortex density at mask, both signs: 1.08 um^-2
vortex density at mask, each sign: 0.5398 um^-2
same total density in nm units: 1.08e-06 nm^-2
spacing scale density^(-1/2): 962.4 nm
coherence area at mask: 0.4632 um^2
vortices per coherence area: 0.5
mean number in a 10 um square: 108
NEGLECTED EFFECTS
longitudinal energy fraction, mask: 0.64 %
longitudinal energy fraction, wafer: 10.24 %
|J|-weighted gradient power / s^2, sampled: 3
residual intensity at vortex, mask: 0.96 % of mean
residual intensity at vortex, wafer: 15.36 % of mean
centre-to-edge pupil intensity drop: 20 %
density change from that drop: -3.704 %
density at mask with the annular fill: 1.468 um^-2
laser linewidth, FWHM: 0.2 pm
laser linewidth in frequency: 1.61 GHz
coherence time: 0.4127 ns
pulse length: 100 ns
coherence times per pulse: 242.3
contrast over 10 coherence times, sampled: 0.3121
contrast over 10 coherence times, formula: 0.3112
dose contrast of one pulse: 6.42 %
half-mean dose lies below mean by: 7.788 std dev
independent pulses per exposure: 40
dose contrast of whole exposure: 1.015 %
\end{verbatim}
